# Reaction orders of nitrogen recombination by impact and by adatom pairing, part 2

Nitrogen atoms recombine on a wall with $S$ sites per unit area on a square lattice. We seek the pairing constant $K$ on a dilute surface, then the recombination orders on two walls.

A fraction $\theta$ of sites holds adatoms. Gas of atom density $n$, mean speed $\bar v$ and wall temperature $T$ strikes each site $f=n\bar v/4S$ times per second. An atom sticks on an empty site with probability $s$; on a filled site it reacts with probability $p$ (Eley–Rideal, ER). Adatoms desorb at the rate $k_d$ and attempt hops at the total rate $h$, $h/4$ per direction; a hop onto a filled site makes N$_2$ (Langmuir–Hinshelwood, LH).

Rates count molecules per site per second: $R_{ER}=pf\theta$, $R_{LH}=K\theta^2$, $K=hg_1$. Here $g_1\theta^2$ is the probability that two given neighbouring sites are both filled; independent sites, as on a saturated surface with slow hops, give $K=h$. The loss probability is $\gamma=2(R_{ER}+R_{LH})/f$. The coverage obeys

$$\frac{d\theta}{dt}=F(\theta)=sf(1-\theta)-pf\theta-k_d\theta-2K\theta^2 \tag{1}$$

and relaxes near its steady value at the rate $(s+p)f+k_d+4K\theta$.

Orders are $d\ln R/d\ln f$ in the steady state at fixed $T$: $1+\sigma$ for ER and $2\sigma$ for LH, where

$$\sigma\equiv\frac{d\ln\theta}{d\ln f}=\frac{1-\theta/\theta_*}{1+\varphi},\qquad 0\le\sigma\le1, \tag{2}$$

with $\theta_*=s/(s+p)$ and $\varphi=2K\theta^2/sf$. With ER share $w$, the total order is

$$M=w(1+\sigma)+(1-w)2\sigma=2\sigma+w(1-\sigma). \tag{4}$$

*Saturated surface (Corollary 1).* If $k_d+2K\ll sf$, then $\theta\to\theta_*$ and $\sigma\to0$. If also $K\theta_*\ll pf$, ER dominates and $\gamma\to2ps/(s+p)$.

*Dilute surface (Corollary 2).* For $\theta\ll\theta_*$ and $\Lambda=2Ksf/k_d^2$,

$$2\sigma=1+\frac1{\sqrt{1+4\Lambda}}. \tag{5}$$

Desorption control ($\Lambda\ll1$) gives $\theta=sf/k_d$ and LH order 2; pairing control ($\Lambda\gg1$) gives LH order 1.

**Lemma 4 (pairing constant of a dilute surface).** *Let $\theta\ll1$, and let desorption be the main loss of adatoms. To leading order in $\theta$, with $\varepsilon=k_d/h$,*

$$g_1=\frac{\pi(1+\varepsilon)}{2I(m)}-\varepsilon,\qquad m=\frac1{(1+\varepsilon)^2},\qquad I(m)=\int_0^{\pi/2}\frac{d\alpha}{\sqrt{1-m\sin^2\alpha}} . \tag{6}$$

*The value does not depend on $\theta$, so the LH rate keeps the power $\theta^2$.*

*Proof.* Let $\theta^2g(\mathbf r)$ be the probability that two sites separated by the lattice vector $\mathbf r\ne0$ are both filled. Three processes change it.

- Sticking creates such a pair when one site is already filled and the other receives an atom. The rate is $2sf\theta$, and with $\theta=sf/k_d$ this is $2k_d\theta^2$.
- Desorption of either atom destroys the pair at the rate $2k_d$.
- A hop of either atom changes the separation by one lattice step $\mathbf e$. Each of the four steps has the rate $2\cdot h/4$.

Events with a third adatom are smaller by a factor of order $\theta$ or of order $K\theta/k_d$ and are dropped. When a hop brings the separation to zero the pair reacts, so no pair returns from there and $g(0)=0$. The steady condition, divided by $2\theta^2$, is

$$k_d\,[1-g(\mathbf r)]+\frac h4\sum_{\mathbf e}\,[g(\mathbf r+\mathbf e)-g(\mathbf r)]=0\qquad(\mathbf r\neq0). \tag{7}$$

The coverage has dropped out, which proves the last statement of the lemma.

Set $u=1-g$. Then $u(0)=1$, and $u$ tends to zero far away, where the atoms are independent. For $\mathbf r\ne0$

$$(k_d+h)\,u(\mathbf r)-\frac h4\sum_{\mathbf e}u(\mathbf r+\mathbf e)=0 .$$

Let $G(\mathbf r)$ be the decaying solution of the same equation with $1$ on the right side at $\mathbf r=0$ and $0$ elsewhere. Then $u=G(\mathbf r)/G(0)$ meets all the conditions. It is the sole decaying solution. The difference $d$ of two solutions would vanish at the origin, and at the site where $|d|$ is largest the equation would give $(k_d+h)|d|\le h|d|$, hence $d=0$.

By symmetry the four neighbours of the origin share one value $G_1$. The equation at the origin is $(k_d+h)G(0)-hG_1=1$, so

$$g_1=1-\frac{G_1}{G(0)}=1-\frac{k_d+h-1/G(0)}{h}=\frac{1/G(0)-k_d}{h}. \tag{8}$$

A Fourier transform gives $G(0)$ as an average over two angles:

$$G(0)=\int_0^{2\pi}\!\!\int_0^{2\pi}\frac{dq_x\,dq_y}{(2\pi)^2}\;\frac{1}{a-\frac h2(\cos q_x+\cos q_y)},\qquad a=k_d+h .$$

Write $q_x=\alpha+\beta$ and $q_y=\alpha-\beta$. When $\alpha$ and $\beta$ each run once round the circle, every pair $(q_x,q_y)$ is met twice with uniform weight, so the average is unchanged. Since $\cos q_x+\cos q_y=2\cos\alpha\cos\beta$, the denominator becomes $a-b\cos\beta$ with $b=h\cos\alpha$. The substitution $t=\tan(\beta/2)$ gives

$$\frac1{2\pi}\int_{-\pi}^{\pi}\frac{d\beta}{a-b\cos\beta}
=\frac1{2\pi}\int_{-\infty}^{\infty}\frac{2\,dt}{(a-b)+(a+b)t^2}
=\frac1{\sqrt{a^2-b^2}} .$$

The remaining average over $\alpha$ consists of four equal quarters. In each, $\cos^2\alpha$ may be replaced by $\sin^2\alpha$ through $\alpha\to\pi/2-\alpha$. With $h^2/a^2=m$,

$$G(0)=\frac{4}{2\pi a}\int_0^{\pi/2}\frac{d\alpha}{\sqrt{1-m\sin^2\alpha}}=\frac{2I(m)}{\pi a}.$$

Insertion into (8), with $a/h=1+\varepsilon$, gives (6). ∎

**Remark (fast hops).** For $\varepsilon\ll1$ the number $m'=1-m\approx2\varepsilon$ is small. The integral, written with $\cos^2\alpha$, has the integrand $1/\sqrt{m'+m\sin^2\alpha}$. Split it at an angle $\delta$ with $\sqrt{m'}\ll\delta\ll1$. The inner part is $\int_0^\delta d\alpha/\sqrt{m'+\alpha^2}\approx\ln(2\delta/\sqrt{m'})$, and the outer part is $\int_\delta^{\pi/2}d\alpha/\sin\alpha\approx\ln(2/\delta)$. Their sum is $\ln(4/\sqrt{m'})=\frac12\ln(8/\varepsilon)$, so

$$g_1\approx\frac{\pi}{\ln(8h/k_d)} .$$

The depletion grows only logarithmically with the number of hops in an adatom's life. It lowers the rate but leaves the order at 2 in the dilute, desorption-controlled limit.

**Lemma 5 (immobile trapped atoms).** *Let $\theta\ll1$, let desorption be the main loss of adatoms (which requires $cK\ll k_d$), and let a small fraction $c$ of all sites be isolated traps that hold an immobile nitrogen atom, with which an arriving adatom combines. To leading order these traps add the molecular rate*

$$R_t=cK\theta,\qquad\frac{R_t}{R_{LH}}=\frac c\theta .$$

*Proof.* Let $\theta g_t(\mathbf r)$ be the adatom coverage at separation $\mathbf r$ from a trap. Sticking supplies $sf=k_d\theta$, desorption removes $k_d\theta g_t$, and hops carry adatoms between sites at the rate $h/4$ per direction. No adatom leaves the trap, so $g_t(0)=0$. Division by $\theta$ gives equation (7) again, so $g_t=g$. The pair equation had twice the hop rate but also twice the desorption rate, which is why the two agree. Adatoms enter a trap from its four neighbours at the rate $4(h/4)g_1\theta=K\theta$. Multiplication by $c$ gives $R_t$. ∎

After a reaction the trap is empty. If the next adatom to arrive refills it, traps alternate between filled and empty, and half of them are filled on average. Then $c$ counts the filled half, and the adatoms lose $2cK\theta$ per site to all traps together. This loss is linear in $\theta$, as desorption is, so $\theta$ stays proportional to $f$ and $R_t$ is of first order. Second order in incident atoms thus needs a third condition beside low coverage and desorption control: filled traps must be rarer than mobile adatoms, $c\ll\theta$.

**Two walls at 300 K.** The example takes two idealised walls that face a nitrogen afterglow, the region downstream of a discharge. Both have $S=5\times10^{14}$ cm$^{-2}$, $p=10^{-4}$ and an attempt rate $\nu=10^{13}$ s$^{-1}$. Desorption and hop rates are $\nu e^{-E/k_BT}$. The chemisorbing wall has $s=0.05$, a desorption energy of 3.0 eV and a hop barrier of 2.0 eV. The mobile wall has $s=0.10$, a desorption energy of 0.40 eV, a hop barrier of 0.20 eV and no traps. These are round model values.

For atomic nitrogen $\bar v=6.73\times10^4$ cm/s. At $n=10^{14}$ cm$^{-3}$, a partial pressure of 3.1 mTorr,

$$f=\frac{10^{14}\times6.734\times10^4}{4\times5\times10^{14}}\ \text{s}^{-1}=3.37\times10^3\ \text{s}^{-1}.$$

*Chemisorbing wall.* The hop rate is $2.5\times10^{-21}$ s$^{-1}$ and the desorption rate is smaller still, so both conditions of saturation hold by a wide margin. The coverage is $\theta_*=0.05/0.0501=0.998$, and

$$\gamma=2\times10^{-4}\times0.998=2.0\times10^{-4}.$$

From $n=10^{11}$ to $10^{15}$ cm$^{-3}$ the coverage and $\gamma$ do not change in the digits given, and the ER order is 1.000.

*Mobile wall.* The rates are $k_d=1.91\times10^6$ s$^{-1}$ and $h=4.37\times10^9$ s$^{-1}$, so an adatom makes about 2300 hop attempts in a desorption lifetime. Equation (6) gives $g_1=0.320$, hence $K=1.40\times10^9$ s$^{-1}$. At the same coverage independent adatoms would pair three times as fast. In the steady state the gain is smaller once pairing lowers the coverage, about twofold at $10^{14}$ cm$^{-3}$. At $n=10^{14}$ cm$^{-3}$

$$\Lambda=\frac{2\times1.396\times10^9\times0.10\times3367}{(1.907\times10^6)^2}=0.26,\qquad 2\sigma=1+\frac1{\sqrt{1+4\times0.26}}=1.70 .$$

The steady balance, with $K$ held at this value, gives the following values across the scan. The last row lies outside the premise of Lemma 4, since pairing there removes more adatoms than desorption does ($\varphi=0.54$). On the lattice $g_1$ is then near 0.37, which moves $\theta$ to about $7.7\times10^{-4}$ and $\gamma$ to about $5.6\times10^{-2}$.

| $n$ (cm$^{-3}$) | $\theta$ | $\gamma$ | LH order |
|---|---|---|---|
| $10^{11}$ | $1.8\times10^{-7}$ | $2.6\times10^{-5}$ | 2.00 |
| $10^{12}$ | $1.8\times10^{-6}$ | $2.6\times10^{-4}$ | 1.99 |
| $10^{13}$ | $1.7\times10^{-5}$ | $2.5\times10^{-3}$ | 1.95 |
| $10^{14}$ | $1.5\times10^{-4}$ | $1.8\times10^{-2}$ | 1.70 |
| $10^{15}$ | $8.1\times10^{-4}$ | $5.4\times10^{-2}$ | 1.30 |

The order falls well below 2 while fewer than one site in a thousand is filled. The cause is the change from desorption control to pairing control; crowding plays no part. At $10^{14}$ cm$^{-3}$ the ER rate on this wall is about $2\times10^{-6}$ of the LH rate.

**Effects left out, sized at $n=10^{14}$ cm$^{-3}$.**

*Variable depletion.* When pairing shortens the life of an adatom, $g_1$ rises slightly. An estimate replaces $k_d$ in (6) by the total loss rate per adatom, $sf(1-\theta)/\theta$, and iterates the balance until it is consistent. A numerical derivative then gives an LH order of 1.71 in place of 1.70. This estimate understates the rise when pairing dominates: at $10^{15}$ cm$^{-3}$ it gives $g_1=0.35$ against 0.37 on the lattice. Using instead the relaxation rate of the coverage, $k_d+4K\theta$, gives 0.37 there and again an order of 1.71 at $10^{14}$ cm$^{-3}$.

*Traps.* With $c=10^{-3}$ the ratio $c/\theta$ is 6.9, so trapped atoms would take over and push the order towards 1. This is an indication of size. The traps would also lower $\theta$, which raises the ratio, and they lie close enough for their depleted surroundings to overlap.

*Supply through the gas.* Let atoms diffuse to the wall through a plane layer of thickness $L=1$ cm, with a rough diffusion coefficient $D=200$ cm$^2$/s at 1 Torr. Equating $D(n_b-n)/L$ to the wall loss $\gamma n\bar v/4$ gives the density $n_b$ at the far side of the layer:

$$\frac{n_b}{n}=1+b,\qquad b=\frac{\gamma\bar vL}{4D}.$$

The ratio is 1.02 for the chemisorbing wall and 2.5 for the mobile one. Since $\gamma$ varies as $n^{M-1}$, where $M$ is the order of the total rate, the order seen against $n_b$ is

$$\frac{M}{1+(M-1)\,b/(1+b)}=\frac{1.70}{1+0.70\times1.48/2.48}=1.20$$

for the mobile wall. An observer who knows only the density 1 cm away would find an order much closer to 1 than to 2.

*Recombination in the gas.* Two atoms can combine in a collision with N$_2$. With a rough coefficient of $5\times10^{-33}$ cm$^6$/s, N$_2$ at 1 Torr and 1 cm of gas volume per unit wall area, this loss is 1% of the loss at the chemisorbing wall and 0.01% at the mobile one when the gas is taken at the wall density $n$. With the density rising to $n_b$ across the layer, the second figure is about 0.035%. It is of second order in $n$ whatever the wall does. Relative to a first-order wall it grows in proportion to $n$, reaching about 10% at $10^{15}$ cm$^{-3}$.

*Tunnelling.* The leading Wigner factor $1+(2\pi\hbar\nu/k_BT)^2/24$, with $\nu$ also taken as the frequency at the barrier top, raises the hop rate by about 11%. This changes $K$ but not the limiting orders.

*Temperature.* On the chemisorbing wall LH equals ER when $h\theta=pf$, that is at

$$T=\frac{E_h}{k_B\ln(\nu\theta/pf)}=748\ \text{K},$$

with $E_h=2.0$ eV and with flux and $p$ held fixed. The surface is still saturated there, since $2h$ is far below $sf$. The ER share is then $w=1/2$, and the total order is $M=1/2$. A wall that is first order at room temperature need not remain so when heated. This dip relies on $p$ being fixed. If instead $p=e^{-0.24\,\text{eV}/k_BT}$, which is about $10^{-4}$ at 300 K, the same balance keeps the total order close to 1 from 600 to 1200 K.

**Beside the real case.** Silica walls in room-temperature nitrogen afterglows have loss probabilities of very roughly $10^{-5}$ to $10^{-3}$. The chemisorbing wall, with $2\times10^{-4}$, lies in this range, but only by construction: there $\gamma\approx2p$ and $p$ is a chosen input, so the agreement does not test the mechanism. The mobile wall exceeds it at $10^{13}$ cm$^{-3}$ and above, so it should be read as a limiting case and not as a portrait of silica. The assumption most open to doubt is that of a single kind of site, since an amorphous oxide offers sites of many strengths. On the mobile wall one strongly binding filled site in a thousand would already outweigh pairing more than tenfold, once the lowering of $\theta$ by the traps is counted, at $10^{14}$ cm$^{-3}$ and turn the order from 1.7 towards 1. For the same reason the clean second-order region near $10^{12}$ cm$^{-3}$ would need a filled-trap fraction well below $2\times10^{-6}$.

Numerical values quoted here were computed with a short program.
